\section*{Penetration Depth of Radicals in a Long Cylindrical Pore}

\section{Definitions and conventions}

A straight cylindrical pore of diameter $d$ opens at $z=0$ onto a gas of radicals and extends to large $z$. The number density in the pore is $n(z)$, and $v$ is the mean thermal speed,
\begin{equation}
v=\sqrt{\frac{8k_{\rm B}T}{\pi m}} .
\end{equation}
Three assumptions define the model.

\begin{enumerate}
\item A radical flies from wall to wall without meeting another gas particle (the Knudsen regime).
\item At each wall hit it is lost with probability $\gamma$. The loss may be recombination or reaction; $\gamma$ counts lost radicals per hit.
\item A surviving radical leaves with the cosine distribution and a thermal speed, with no memory of its arrival.
\end{enumerate}

The gas and the wall share the temperature $T$, and the state is steady. The aim is the depth $L$ over which $n$ falls by a factor $e$ when $\gamma\ll1$. The simplest case, a pore without loss, comes first.

\section{One flight}

Let $\alpha$ be the angle between the flight and the pore axis. Let $\phi$ be the angle, in the cross-section, between the projected flight and the inward normal, so that $-\pi/2<\phi<\pi/2$ and $0<\alpha<\pi$. The projected path is a chord of a circle of diameter $d$ and has length $d\cos\phi$. The full path $\ell$ and the axial step $s$ are therefore
\begin{equation}
\ell=\frac{d\cos\phi}{\sin\alpha},\qquad
s=\ell\cos\alpha=d\cos\phi\,\cot\alpha .
\end{equation}
The angle $\theta$ to the normal obeys $\cos\theta=\sin\alpha\cos\phi$, and the solid angle is $\sin\alpha\,d\alpha\,d\phi$. The cosine law thus gives the probability
\begin{equation}
\frac{\cos\theta\,d\Omega}{\pi}
=\frac{1}{\pi}\sin^2\!\alpha\,\cos\phi\;d\alpha\,d\phi ,
\end{equation}
whose integral is $(1/\pi)(\pi/2)(2)=1$. The two averages needed are
\begin{align}
\langle\ell\rangle&=\frac d\pi\int\cos^2\!\phi\,d\phi\int\sin\alpha\,d\alpha
=\frac d\pi\cdot\frac\pi2\cdot2=d,\\
\langle s^2\rangle&=\frac{d^2}\pi\int\cos^3\!\phi\,d\phi\int\cos^2\!\alpha\,d\alpha
=\frac{d^2}\pi\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.
\end{align}
By symmetry $\langle s\rangle=0$.

Radicals leaving a wall have speeds $u$ weighted by $u f(u)$, where $f$ is the speed distribution in the gas, because fast particles cross a surface more often. Hence
\begin{equation}
\left\langle\frac1u\right\rangle
=\frac{\int f\,du}{\int u f\,du}=\frac1v .
\end{equation}
Speed and direction are independent, so the mean flight time is $\langle t\rangle=\langle\ell\rangle\langle1/u\rangle=d/v$.

\section{Many flights without loss}

Successive axial steps are independent and have zero mean, so their variances add. In a long time $t_0$ there are about $t_0/\langle t\rangle$ flights, and the mean square displacement is $t_0\langle s^2\rangle/\langle t\rangle$. Setting this equal to $2Dt_0$ gives
\begin{equation}
D=\frac{\langle s^2\rangle}{2\langle t\rangle}
=\frac{2d^2/3}{2d/v}=\frac{vd}{3}.
\label{D}
\end{equation}

As a limit, take a lossless pore of length $H\gg d$ with density $n_0$ at one end and vacuum at the other. The flux is $Dn_0/H$, while the flux entering the mouth is $n_0v/4$. The transmitted fraction is $4D/(vH)=4d/(3H)$. This limit is approached slowly: the flight-by-flight treatment given below, with $\gamma=0$, yields a fraction $18\%$ lower at $H=10d$, $5\%$ lower at $50d$ and $1\%$ lower at $300d$. It is small, as it should be: most radicals that enter a long pore return to the mouth.

\section{Loss at the wall}

For small $\gamma$ the gas in a cross-section is nearly isotropic, and the flux onto the wall is $nv/4$. A slice of thickness $dz$ has wall area $\pi d\,dz$ and volume $(\pi d^2/4)\,dz$. The loss per unit volume is
\begin{equation}
\gamma\,\frac{nv}{4}\,\frac{\pi d}{\pi d^2/4}=\frac{\gamma v}{d}\,n .
\end{equation}
This agrees with the flight picture: one hit per time $d/v$, each fatal with probability $\gamma$. The axial flux is $J=-D\,dn/dz$. In the steady state $-dJ/dz$ equals the loss, so
\begin{equation}
\frac{vd}{3}\,\frac{d^2n}{dz^2}=\frac{\gamma v}{d}\,n
\quad\Longrightarrow\quad
\frac{d^2n}{dz^2}=\frac{3\gamma}{d^2}\,n .
\end{equation}
The solutions are $e^{\pm z/L}$. In a pore much longer than $L$ the growing one is excluded, leaving
\begin{equation}
n(z)=n(0)\,e^{-z/L},\qquad
\boxed{L=\frac{d}{\sqrt{3\gamma}}}\qquad(\gamma\ll1).
\label{L}
\end{equation}
The speed has cancelled. A faster radical diffuses faster but also hits the wall more often, so in this model mass and temperature enter $L$ through $\gamma$ alone. The inverse square root is the mark of a random walk: a radical deep in the pore makes about $1/\gamma$ flights of axial length about $d$ before it is lost, and its displacement grows as the square root of their number.

A pore with an inert closed end at $z=H$, with $H\gg d$, is a second case. Zero flux there requires $n'(H)=0$. The combination of $e^{z/L}$ and $e^{-z/L}$ that is even about $z=H$ satisfies this condition, so
\begin{equation}
n(z)=n(0)\,\frac{\cosh[(H-z)/L]}{\cosh(H/L)} .
\end{equation}
For $H\ll L$ the density is nearly uniform and the whole pore is exposed. When $H$ is a few times $L$, the density at the bottom is $n(0)/\cosh(H/L)\simeq2n(0)e^{-H/L}$, twice the long-pore value, because radicals return from the end. In much deeper pores, long direct flights, which the diffusion equation omits, raise the density above this exponential.

\section{The same pore without the diffusion assumption}

The diffusion equation presumes that $n$ changes little over one flight. To see what this costs, use $x=z/d$, and let $F(x)$ be the probability that a flight advances by more than $x$ in one chosen axial direction. Its density is $K(x)=-F'(x)$ for $x>0$, with $K(-x)=K(x)$.

With $c=\cos\phi$, a flight advances by more than $x$ if $\alpha<\alpha_0$, where $\cot\alpha_0=x/c$. Then $d\alpha_0/dx=-\sin^2\!\alpha_0/c$ and $\sin^2\!\alpha_0=c^2/(c^2+x^2)$, so that
\begin{equation}
K(x)=\frac1\pi\int c\,\sin^2\!\alpha_0\left|\frac{d\alpha_0}{dx}\right|d\phi
=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{c^4\,d\phi}{(c^2+x^2)^2}.
\end{equation}
The integrand equals $1-2x^2/(c^2+x^2)+x^4/(c^2+x^2)^2$. Substituting $\tan\phi$ for $\phi$ gives
\begin{equation}
I=\int\frac{d\phi}{c^2+x^2}=\frac{\pi}{x\sqrt{1+x^2}},
\end{equation}
and differentiating $I$ with respect to $x$ gives
\begin{equation}
\int\frac{d\phi}{(c^2+x^2)^2}=-\frac1{2x}\frac{dI}{dx}
=\frac{\pi(1+2x^2)}{2x^3(1+x^2)^{3/2}} .
\end{equation}
Collecting the three terms,
\begin{equation}
K=1-\frac{2x}{\sqrt{1+x^2}}+\frac{x(1+2x^2)}{2(1+x^2)^{3/2}}
=1-\frac{x^3+\frac32x}{(1+x^2)^{3/2}} .
\end{equation}
The function with $F'=-K$ and $F(\infty)=0$ is
\begin{equation}
F(x)=\frac{x^2+\frac12}{\sqrt{x^2+1}}-x
\;\longrightarrow\;\frac1{8x^3}\quad(x\gg1).
\end{equation}
It gives $F(0)=1/2$, as symmetry demands.

Let $\eta(x)$ be the flux onto the wall divided by the flux $n_0v/4$ in the outside gas. Radicals entering the mouth are distributed as if the pore continued to $x<0$ with a lossless wall receiving and emitting unit flux. Their direct contribution is $\int_{-\infty}^0K(x-x')\,dx'=F(x)$. Adding the radicals re-emitted inside the pore,
\begin{equation}
\eta(x)=F(x)+(1-\gamma)\int_0^\infty K(x-x')\,\eta(x')\,dx' .
\label{int}
\end{equation}

Far from the mouth and for slowly varying $\eta$, drop $F$ and expand $\eta(x')$ about $x$ to second order. The linear term vanishes by symmetry, and $\langle s^2\rangle/d^2=2/3$, so
\begin{equation}
\eta=(1-\gamma)\left(\eta+\tfrac13\eta''\right)
\quad\Longrightarrow\quad
\eta''=\frac{3\gamma}{1-\gamma}\,\eta .
\end{equation}
For $\gamma\ll1$ this is (\ref{L}) again. The factor $1-\gamma$ should not be kept as a systematic correction. Since $K\to3/(8x^4)$, the fourth moment of the step diverges and the expansion cannot be continued term by term.

The effect on the decay can be estimated numerically. I divided the pore into cells of width $0.1d$, took $\eta$ constant in each, solved the linear equations for a pore of length $8L$, and fitted a straight line to $\ln\eta$ between $L$ and $2.5L$.

\begin{center}
\begin{tabular}{ccc}
$\gamma$ & $L/d$ from (\ref{L}) & fitted depth$/d$\\
$3\times10^{-2}$ & 3.333 & 3.317\\
$1\times10^{-2}$ & 5.774 & 5.761\\
$1\times10^{-3}$ & 18.26 & 18.25\\
$1\times10^{-5}$ & 182.6 & 182.7
\end{tabular}
\end{center}

For this fitting range the formula is about $0.5\%$ above the fitted depth at $\gamma=0.03$ and closer at the smaller values. The profile is not an exact exponential, so the fitted depth depends on the range: at $\gamma=0.03$, a fit between $2L$ and $4L$ gives a depth $5\%$ above the formula. The slight excess in the last row has the size expected from the cells. Spreading a step evenly over a cell of width $h$ adds about $h^2/12=0.0008$ to the variance $2/3$, which lengthens the depth by about $0.06\%$.

\section{Where the exponential ends}

The limit $\gamma=1$ shows what diffusion omits. No radical is re-emitted, so (\ref{int}) gives $\eta=F$, which falls as $1/(8x^3)$ and not exponentially. The formula would give $L=0.58d$, less than the mean flight length $d$, and has no meaning there.

For small $\gamma$ the same direct flights survive beneath the exponential. Suppose that a source $S(x)$ of first hits varies slowly over a distance $L$. Local re-emission then gives $\eta=S+(1-\gamma)\eta$, or $\eta=S/\gamma$: each arrival produces $1/\gamma$ hits in all. With $S=F$,
\begin{equation}
\eta\;\longrightarrow\;\frac{1}{8\gamma}\left(\frac dz\right)^3\qquad(z\gg L,\ \text{very deep}).
\label{tail}
\end{equation}
Long flights that start from the wall near the mouth add to this. Their number is set by $\int\eta\,dx$, which approaches $L/d$ for small $\gamma$, and with $K\to3/(8x^4)$ their relative contribution is about $3L/z$, which vanishes slowly. Equation (\ref{tail}) describes the flux onto the wall. The density also contains the beam that comes straight from the mouth, which subtends the solid angle $\pi d^2/(4z^2)$ and contributes $n_0d^2/(16z^2)$; this exceeds (\ref{tail}) beyond $z=2d/\gamma$.

For $\gamma=0.05$, where $L=2.6d$, the numerical solution of (\ref{int}) exceeds (\ref{tail}) by $7\%$ at $z=100d$ and by $3\%$ at $200d$. The estimate $3L/z$ gives $8\%$ and $4\%$. The closeness is partly accidental. At this $\gamma$ the integral $\int\eta\,dx$ is only $0.75L/d$; with this value and the survival factor $1-\gamma$ the leading correction is $5.5\%$ and $2.8\%$, and terms that fall faster with $z$ supply the rest.

\section{Radicals that wander on the wall}

An adsorbed radical may move along the wall before it desorbs. Let this add an independent axial displacement of variance $w$ to each flight. The variances add, and the second-order expansion gives, for $\gamma\ll1$,
\begin{equation}
L^2=\frac{2d^2/3+w}{2\gamma},
\label{w}
\end{equation}
which returns to (\ref{L}) for $w=0$.

For hops of length $a$ on a square lattice, half the hops are axial, so each contributes $a^2/2$. Let $\Delta$ be the desorption energy minus the hopping barrier. With equal attempt frequencies, hopping is $R=e^{\Delta/k_{\rm B}T}$ times as fast as desorption. The chance that the next event is a hop is $p=R/(1+R)$, the mean number of hops is $p/(1-p)=R$, and
\begin{equation}
w=\tfrac12a^2e^{\Delta/k_{\rm B}T}.
\end{equation}

\section{Oxygen atoms in a porous low-$k$ film}

Take oxygen atoms at $300$ K and $50$ mTorr entering a porous organosilicate film during a plasma strip, with $d=3$ nm and $\gamma=0.003$. The mean speed is $630$ m/s, and
\begin{align}
D&=\tfrac13(630\ {\rm m/s})(3\ {\rm nm})=6.3\times10^{-3}\ {\rm cm^2/s},\\
\frac{d}{\gamma v}&=\frac{3\ {\rm nm}}{0.003\times630\ {\rm m/s}}=1.6\ {\rm ns},\\
L&=\frac{3\ {\rm nm}}{\sqrt{0.009}}=31.6\ {\rm nm}.
\end{align}
An atom deep in the pore makes on average $333$ hits before it is lost, with $1.6$ ns spent in flight; an atom that has just entered usually returns to the mouth sooner. Time spent adsorbed on the wall comes on top and can exceed the flight time. It does not change $L$ at fixed $\gamma$, and the steady state is justified as long as the total is short beside a process lasting seconds. The same numerical method, applied to a pore of length $40L$, gives a fitted depth of $31.6$ nm and this profile (halving the cell width lowers the entries by up to $0.3\%$):

\begin{center}
\begin{tabular}{cccc}
$z/L$ & $z$ (nm) & $\eta$ & $e^{-z/L}$\\
1 & 32 & 0.330 & 0.368\\
3 & 95 & 0.045 & 0.050\\
5 & 158 & 0.0065 & 0.0067\\
8 & 253 & $4.5\times10^{-4}$ & $3.4\times10^{-4}$\\
12 & 380 & $3.8\times10^{-5}$ & $6.1\times10^{-6}$
\end{tabular}
\end{center}

Between $L$ and $3L$ the slope is close to that of the exponential, but the flux is about $10\%$ lower than $e^{-z/L}$. Part of this is the drop at the mouth. In the diffusion picture the inward one-way flux there is $nv/4+J/2$ with $J=Dn/L$. Equating it to $n_0v/4$ gives $n(0)/n_0=1/[1+2d/(3L)]=0.94$. The numerical solution agrees, with $\eta=0.94$ in the first cell. The remaining few per cent are lost between the mouth and $z=L$, where $\eta$ falls somewhat faster than the exponential; the diffusion equation does not describe this.

At $12L$ the flux is six times the exponential. The leading tail (\ref{tail}) gives $2.1\times10^{-5}$ there, about half the computed value; at this depth the exponential still supplies about $0.6\times10^{-5}$, the correction $3L/z=1/4$ about $0.5\times10^{-5}$, and higher corrections the rest. The excess belongs to a straight pore. If every flight that would advance more than $50d$ along the axis is stopped by a wall at $50d$, the flux at $12L$ is only $1.2$ times the exponential, so the sixfold excess should not be expected in a film with winding pores.

These parameters are round values. Pores of a few nanometres are typical of porous low-$k$ films, while $\gamma$ on silica-like surfaces varies by orders of magnitude with surface state and temperature. At fixed $d$, a tenfold change in $\gamma$ moves $L$ by a factor $3.2$. The neglected effects, each taken alone with the other inputs fixed, are as follows.

\begin{itemize}
\item \emph{Gas collisions.} For an atomic diameter $\sigma=0.3$ nm, the mean free path $k_{\rm B}T/(\sqrt2\,\pi\sigma^2p)$ at pressure $p$ is $1.6$ mm, or $5\times10^5$ pore diameters. The Knudsen assumption is safe.
\item \emph{Size of the atom.} Its centre moves in a cylinder of diameter $d-\sigma=2.7$ nm, which reduces $L$ to $28.5$ nm.
\item \emph{Winding pores.} $L$ is measured along the pore. If the path is $1.5$ times the straight depth, the straight depth is $21$ nm. Bends also cut off long flights, which lowers $L$ further; this estimate leaves that out.
\item \emph{Reaction with methyl groups.} If reaction doubles the loss per hit, $L$ falls by $\sqrt2$ to $22$ nm.
\item \emph{Wandering on the wall.} With $a=0.3$ nm, (\ref{w}) gives $L=32$, $37$ and $59$ nm for $\Delta=0.05$, $0.10$ and $0.15$ eV. Wandering equals flight when $e^{\Delta/k_{\rm B}T}=4d^2/(3a^2)$, at $\Delta=0.126$ eV. Here $\gamma$ per visit is held fixed; an atom that wanders farther may also meet more reactive sites, which would raise $\gamma$.
\item \emph{Wall attraction.} Summing $r^{-6}$ attractions over a half-space at distance $b$ gives $\pi/(6b^3)$; over the solid around a cylinder of radius $d/2$, seen from its axis, it gives $\pi^2/[4(d/2)^3]$. An assumed $0.15$ eV at $b=0.3$ nm becomes $0.006$ eV on the axis, or $0.2\,k_{\rm B}T$. Flights near the axis are little disturbed. Those close to the wall are bent more, and the effect on $L$ is not estimated here.
\end{itemize}

The estimate for wandering is especially uncertain, because it depends exponentially on an energy difference that must be known for the actual surface. The depth $L$ describes the radical density, not the thickness of damaged film. As methyl groups are consumed, the loss per hit changes with depth and time, and the damaged layer depends on the exposure as well as on $L$.
